# The virial theorem in Hartree–Fock theory and in finite basis sets: test program

```python
# Virial theorem of Hartree-Fock by coordinate scaling (Hartree atomic units).
# T kinetic energy, V = Vne + J - K + Vnn (Coulomb J, exchange K), E = T + V,
# R bond length, lam common scale factor (Gaussian exponents times lam^2).
# Under test, with E(R,lam) the SCF energy in the scaled, nucleus-centred basis:
#   atom:     2T + V            = dE/dlam
#   diatomic: 2T + V + R dE/dR  = dE/dlam
# so 2T+V = 0 and 2T+V = -R dE/dR hold exactly when dE/dlam = 0.
# T, V come from integrals; derivatives from finite differences of SCF energies.
# Systems: Li atom (UHF, R=None) and LiH (RHF; Li at origin, H at z=R).
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import newton, root
from scipy.constants import physical_constants as pc
from pyscf import gto, scf, lib
lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
EV = pc['Hartree energy in eV'][0]
ANG = pc['Bohr radius'][0] * 1e10
H = 1e-4
guess = {}

def shells(name, el):
    if isinstance(name, int):   # even-tempered s set, exponents 0.01*2^k
        return [[0, [0.01 * 2.0**k, 1.0]] for k in range(name)]
    return gto.basis.load(name, el)

def make_mol(name, R, lam):
    atoms = [['Li', (0, 0, 0)]] + ([] if R is None else [['H', (0, 0, R)]])
    bas = {a[0]: [[s[0]] + [[p[0] * lam**2] + list(p[1:]) for p in s[1:]]
                  for s in shells(name, a[0])] for a in atoms}
    return gto.M(atom=atoms, basis=bas, unit='Bohr',
                 spin=1 if R is None else 0, verbose=0)

def run(name, R, lam):
    mol = make_mol(name, R, lam)
    mf = scf.UHF(mol) if R is None else scf.RHF(mol)
    loose = isinstance(name, int)   # huge exponents raise the round-off floor
    mf.conv_tol = 1e-10 if loose else 1e-12
    mf.conv_tol_grad = 1e-6 if loose else 1e-8
    mf.max_cycle = 200
    key = (name, R is None)
    mf.kernel(dm0=guess.get(key))
    assert mf.converged
    guess[key] = np.array(mf.make_rdm1())
    return mf

def spin_dm(mf):
    d = np.array(mf.make_rdm1())
    return (d[0], d[1]) if d.ndim == 3 else (d / 2, d / 2)

def parts(mol, da, db):   # T, Vne, J, -K, Vnn
    d = da + db
    eri = mol.intor('int2e')
    J = 0.5 * np.sum(d * np.einsum('ijkl,kl->ij', eri, d))
    K = 0.5 * sum(np.sum(x * np.einsum('ikjl,kl->ij', eri, x)) for x in (da, db))
    return np.array([np.sum(d * mol.intor('int1e_kin')),
                     np.sum(d * mol.intor('int1e_nuc')), J, -K, mol.energy_nuc()])

def TV(mf):
    p = parts(mf.mol, *spin_dm(mf))
    assert abs(p.sum() - mf.e_tot) < 1e-8
    return p[0], p[1:].sum()

def E(n, R, lam): return run(n, R, lam).e_tot
def dE_dlam(n, R, lam): return (E(n, R, lam + H) - E(n, R, lam - H)) / (2 * H)
def dE_dR(n, R, lam): return (E(n, R + H, lam) - E(n, R - H, lam)) / (2 * H)
def best_lam(n, R, start):
    return newton(lambda x: dE_dlam(n, R, x), start, x1=start - 0.005, tol=1e-8, maxiter=30)

def hellmann_feynman_slope(mf, R):   # move the H nucleus, density frozen
    d = np.array(mf.make_rdm1())
    def v(z):
        with mf.mol.with_rinv_origin((0, 0, z)):
            return -np.sum(d * mf.mol.intor('int1e_rinv')) + 3.0 / z
    return (v(R + H) - v(R - H)) / (2 * H)

def out(label, x, unit, nd=6): print(f"{label} = {x:.{nd}f} {unit}")
B, R0, L = 'sto-3g', 4.0, 1.3

# scaled exponents really give lam^(3/2) chi(lam r), pointwise (s to f functions)
pts = np.random.default_rng(1).normal(size=(40, 3)) + [0, 0, 1.0]
ao_scaled = make_mol('cc-pvtz', R0, L).eval_gto('GTOval_sph', pts)
ao_plain = make_mol('cc-pvtz', L * R0, 1.0).eval_gto('GTOval_sph', L * pts)
assert np.allclose(ao_scaled, L**1.5 * ao_plain, atol=1e-11)
# finite scaling laws, term by term
far, near = run(B, L * R0, 1.0), make_mol(B, R0, L)
assert np.allclose(near.intor('int1e_ovlp'), far.mol.intor('int1e_ovlp'), atol=1e-12)
ratio = parts(near, *spin_dm(far)) / parts(far.mol, *spin_dm(far))
assert np.allclose(ratio, [L**2, L, L, L, L], atol=1e-10)
print(f"lam={L}: ratios T,Vne,J,K,Vnn =", " ".join(f"{x:.6f}" for x in ratio))
guess.clear()

print("--- Li atom, UHF/STO-3G")
li = run(B, None, 1.0)
T, V = TV(li)
slope = dE_dlam(B, None, 1.0)
assert abs(2 * T + V - slope) < 2e-6
out("E(lam=1)", li.e_tot, "Eh"); out("T", T, "Eh"); out("V", V, "Eh")
out("2T+V", 2 * T + V, "Eh"); out("dE/dlam", slope, "Eh"); out("-V/T", -V / T, "")
# defect as residual 2 sum <D phi|(F-eps) phi>, D phi by differencing scaled orbitals
big = gto.mole.conc_mol(gto.mole.conc_mol(li.mol, make_mol(B, None, 1 + H)),
                        make_mol(B, None, 1 - H))
n = li.mol.nao
S, eri = big.intor('int1e_ovlp'), big.intor('int2e')
with big.with_rinv_origin((0, 0, 0)):
    hcore = big.intor('int1e_kin') - 3.0 * big.intor('int1e_rinv')
pad = [np.pad(d, (0, 2 * n)) for d in spin_dm(li)]
Jm = np.einsum('ijkl,kl->ij', eri, pad[0] + pad[1])
res_all = res_in = outside = 0.0
for s in (0, 1):
    occ = li.mo_occ[s] > 0.5
    C, eps = li.mo_coeff[s][:, occ], li.mo_energy[s][occ]
    assert abs(C[2:]).max() < 1e-6   # s orbitals occupied
    c = np.vstack([C, 0 * C, 0 * C])
    dphi = np.vstack([0 * C, C, -C]) / (2 * H)
    F = hcore + Jm - np.einsum('ikjl,kl->ij', eri, pad[s])
    r = F @ c - (S @ c) * eps
    A = c.T @ S @ dphi
    assert abs(A + A.T).max() < 1e-6   # D anti-Hermitian
    inside = np.linalg.solve(S[:n, :n], (S @ dphi)[:n])
    res_all += 2 * np.sum(dphi * r)
    res_in += 2 * np.sum(inside * r[:n])
    outside += np.sum(dphi * (S @ dphi)) - np.sum(inside * (S[:n, :n] @ inside))
assert abs(res_all - (2 * T + V)) < 2e-6 and abs(res_in) < 1e-6 and outside > 1e-2
out("residual formula", res_all, "Eh")
print(f"|part from inside basis| = {abs(res_in):.0e} Eh")
out("sum |D phi outside basis|^2", outside, "", 4)
lam0 = -V / (2 * T)
e_frozen = parts(make_mol(B, None, lam0), *spin_dm(li)).sum()
assert abs(e_frozen + V**2 / (4 * T)) < 1e-9
lam_li = best_lam(B, None, 1.0)
li2 = run(B, None, lam_li)
T2, V2 = TV(li2)
assert abs(2 * T2 + V2) < 2e-6
assert li2.e_tot <= e_frozen + 1e-10 <= li.e_tot + 2e-10
out("frozen lam0=-V/2T", lam0, ""); out("frozen E", e_frozen, "Eh")
out("lam*", lam_li, ""); out("E(lam*)", li2.e_tot, "Eh")
out("T(lam*)", T2, "Eh"); out("V(lam*)", V2, "Eh"); out("-V/T(lam*)", -V2 / T2, "")
print("--- Li, N s Gaussians, exponents 0.01*2^k bohr^-2")
defects = []
for N in (10, 18, 26):
    mf = run(N, None, 1.0)
    t, v = TV(mf)
    defects.append(abs(2 * t + v))
    print(f"N={N}: E = {mf.e_tot:.6f} Eh, 2T+V = {2*t+v:.2e} Eh")
assert defects[0] > defects[1] > defects[2] and defects[2] < 1e-4
c = eigh(mf.get_hcore(), mf.get_ovlp())[1]   # non-stationary determinant
p = parts(mf.mol, c[:, :2] @ c[:, :2].T, c[:, :1] @ c[:, :1].T)
bare = 2 * p[0] + p[1:].sum()
assert bare > 1 and abs(bare - p[2] - p[3]) < 1e-3
print(f"bare-nucleus orbitals: 2T+V = {bare:.4f} Eh, Vee = {p[2]+p[3]:.4f} Eh")

print(f"--- LiH, RHF, R = {R0} bohr, Vnn = {3/R0:.6f} Eh")
defect = {}
for name in (B, 'cc-pvtz'):
    mf = run(name, R0, 1.0)
    t, v = TV(mf)
    g, s = dE_dR(name, R0, 1.0), dE_dlam(name, R0, 1.0)
    defect[name] = 2 * t + v + R0 * g
    assert abs(defect[name] - s) < 2e-6
    print(f"{name}: E = {mf.e_tot:.6f}, T = {t:.6f}, V = {v:.6f} Eh")
    print(f"  2T+V = {2*t+v:.6f} Eh, dE/dR = {g:.6f} Eh/bohr, -R dE/dR = {-R0*g:.6f} Eh")
    print(f"  2T+V+R dE/dR = {defect[name]:.6f} Eh, dE/dlam = {s:.6f} Eh")
    print(f"  Pulay term = {g - hellmann_feynman_slope(mf, R0):.6f} Eh/bohr")
assert abs(defect['cc-pvtz']) < abs(defect[B])
print("--- LiH, STO-3G with optimal scale, same R")
ls = best_lam(B, R0, 1.0)
mf = run(B, R0, ls)
t, v = TV(mf)
g = dE_dR(B, R0, ls)
assert abs(g - mf.nuc_grad_method().kernel()[1, 2]) < 1e-6
assert abs(g) > 1e-3 and abs(2 * t + v + R0 * g) < 2e-6
assert abs(t + mf.e_tot + R0 * g) < 2e-6 and abs(v - 2 * mf.e_tot - R0 * g) < 2e-6
h = 1e-3   # total derivative along the re-optimized curve
g_total = (E(B, R0 + h, best_lam(B, R0 + h, ls))
           - E(B, R0 - h, best_lam(B, R0 - h, ls))) / (2 * h)
assert abs(g_total - g) < 1e-6
g_hf = hellmann_feynman_slope(mf, R0)
assert abs(2 * t + v + R0 * g_hf) > 1e-3   # Hellmann-Feynman slope does not serve
out("lam*", ls, ""); out("E", mf.e_tot, "Eh"); out("T", t, "Eh"); out("V", v, "Eh")
out("dE/dR fixed lam*", g, "Eh/bohr"); out("dE/dR along lam*(R)", g_total, "Eh/bohr")
print(f"2T+V = {2*t+v:.6f} Eh = {(2*t+v)*EV:.4f} eV")
out("-R dE/dR", -R0 * g, "Eh"); out("-V/T", -v / t, "")
out("-E-R dE/dR", -mf.e_tot - R0 * g, "Eh"); out("2E+R dE/dR", 2 * mf.e_tot + R0 * g, "Eh")
out("Hellmann-Feynman slope", g_hf, "Eh/bohr"); out("Pulay term", g - g_hf, "Eh/bohr")
out("2T+V+R*(Hellmann-Feynman slope)", 2 * t + v + R0 * g_hf, "Eh")
print("--- LiH, STO-3G, stationary in R and lam")
grad = lambda x: np.array([dE_dR(B, x[0], x[1]), dE_dlam(B, x[0], x[1])])
sol = root(grad, [3.0, ls], method='hybr', options={'eps': 1e-6, 'xtol': 1e-7})
assert abs(sol.fun).max() < 1e-6
Re, le = sol.x
mf = run(B, Re, le)
t, v = TV(mf)
assert abs(2 * t + v) < 5e-6
print(f"Re = {Re:.4f} bohr = {Re*ANG:.4f} Angstrom, lam* = {le:.5f}")
print(f"E = {mf.e_tot:.6f}, T = {t:.6f}, V = {v:.6f} Eh, -V/T = {-v/t:.6f}")
print("checks complete")
```

Printed output:

```
lam=1.3: ratios T,Vne,J,K,Vnn = 1.690000 1.300000 1.300000 1.300000 1.300000
--- Li atom, UHF/STO-3G
E(lam=1) = -7.315526 Eh
T = 7.429424 Eh
V = -14.744950 Eh
2T+V = 0.113898 Eh
dE/dlam = 0.113898 Eh
-V/T = 1.984669 
residual formula = 0.113898 Eh
|part from inside basis| = 3e-16 Eh
sum |D phi outside basis|^2 = 2.7146 
frozen lam0=-V/2T = 0.992335 
frozen E = -7.315963 Eh
lam* = 0.991803 
E(lam*) = -7.315993 Eh
T(lam*) = 7.315993 Eh
V(lam*) = -14.631986 Eh
-V/T(lam*) = 2.000000 
--- Li, N s Gaussians, exponents 0.01*2^k bohr^-2
N=10: E = -7.073350 Eh, 2T+V = -8.10e-01 Eh
N=18: E = -7.432601 Eh, 2T+V = -4.45e-04 Eh
N=26: E = -7.432751 Eh, 2T+V = 5.51e-08 Eh
bare-nucleus orbitals: 2T+V = 3.0684 Eh, Vee = 3.0684 Eh
--- LiH, RHF, R = 4.0 bohr, Vnn = 0.750000 Eh
sto-3g: E = -7.817840, T = 7.914048, V = -15.731888 Eh
  2T+V = 0.096208 Eh, dE/dR = 0.061388 Eh/bohr, -R dE/dR = -0.245551 Eh
  2T+V+R dE/dR = 0.341758 Eh, dE/dlam = 0.341758 Eh
  Pulay term = -0.006162 Eh/bohr
cc-pvtz: E = -7.967872, T = 7.846837, V = -15.814709 Eh
  2T+V = -0.121035 Eh, dE/dR = 0.029983 Eh/bohr, -R dE/dR = -0.119932 Eh
  2T+V+R dE/dR = -0.001102 Eh, dE/dlam = -0.001102 Eh
  Pulay term = 0.000422 Eh/bohr
--- LiH, STO-3G with optimal scale, same R
lam* = 0.977206 
E = -7.821742 Eh
T = 7.594301 Eh
V = -15.416043 Eh
dE/dR fixed lam* = 0.056860 Eh/bohr
dE/dR along lam*(R) = 0.056860 Eh/bohr
2T+V = -0.227441 Eh = -6.1890 eV
-R dE/dR = -0.227441 Eh
-V/T = 2.029949 
-E-R dE/dR = 7.594301 Eh
2E+R dE/dR = -15.416043 Eh
Hellmann-Feynman slope = 0.061902 Eh/bohr
Pulay term = -0.005041 Eh/bohr
2T+V+R*(Hellmann-Feynman slope) = 0.020165 Eh
--- LiH, STO-3G, stationary in R and lam
Re = 2.8675 bohr = 1.5174 Angstrom, lam* = 0.99187
E = -7.863848, T = 7.863848, V = -15.727696 Eh, -V/T = 2.000000
checks complete
```
